# Nonlocal pseudopotentials in a uniform electric field: shifted and unshifted projectors, part 2

A crystal with nonlocal pseudopotentials is driven by a uniform field $\mathbf E=-\dot{\mathbf A}$. The question is whether the projectors, like the kinetic energy, must be shifted by $\mathbf A$, and what a calculation describes if they are not. Hartree atomic units are used, the electron has charge $-1$, $1/c$ is absorbed in $\mathbf A$, and the dipole is $-\langle\mathbf r\rangle$. The electrons are independent and spinless, with field-free Hamiltonian $H_0=\tfrac12\mathbf p^2+V_{\rm loc}+V_{\rm NL}$, where $V_{\rm NL}$ has the frozen kernel $V(\mathbf r,\mathbf r')$ and is built from projectors $|\beta\rangle D\langle\beta|$ with plane-wave transform $\tilde\beta$.

The length gauge uses $H_0+\mathbf E\cdot\mathbf r$. The equivalent velocity-gauge (shifted) Hamiltonian is $H_{\mathbf A}=e^{-i\mathbf A\cdot\mathbf r}H_0\,e^{i\mathbf A\cdot\mathbf r}$, with nonlocal kernel

$$V^{\mathbf A}(\mathbf r,\mathbf r')=e^{-i\mathbf A\cdot(\mathbf r-\mathbf r')}\,V(\mathbf r,\mathbf r').\tag{2}$$

The work done by the field requires

$$\partial_{\mathbf A}H(\mathbf A)=i[H(\mathbf A),\mathbf r].\tag{4}$$

For the Bloch matrix $h_{\mathbf G\mathbf G'}(\mathbf k)$ of $H_0$, with $\mathbf G,\mathbf G'$ reciprocal vectors,

$$h^{\mathbf A}(\mathbf k)=h(\mathbf k+\mathbf A).\tag{6}$$

The projector arguments are then $\mathbf Q=\mathbf k+\mathbf G+\mathbf A$ and $\mathbf Q'=\mathbf k+\mathbf G'+\mathbf A$.

The unshifted Hamiltonian $H_w=\tfrac12(\mathbf p+\mathbf A)^2+V_{\rm loc}+V_{\rm NL}$ violates (4) by $\mathbf w=i[V_{\rm NL},\mathbf r]$: its coupling velocity is $\mathbf p+\mathbf A$, but its charge moves with $\mathbf p+\mathbf A+\mathbf w$. In the shifted case $\mathbf w(\mathbf A)$ is formed with $V^{\mathbf A}$.

The lines marked 3D in the final table belong to a separate example: a cubic cell with $a=6$ bohr, projectors $f_l(s)Y_{lm}(\hat{\mathbf s})$ centred at $\boldsymbol\tau$ in each cell, normalised $f_l\propto s^le^{-s^2/2\sigma^2}$, $\sigma=0.8$ bohr, $D=0.5$ Ha, $\mathbf k=(0.1,0.2,-0.1)$, $\mathbf A=(0.2,-0.1,0.3)$ bohr$^{-1}$, $\mathbf G=(1,0,0)2\pi/a$ and $\mathbf G'=(1,1,0)2\pi/a$. They give $\langle\mathbf k+\mathbf G|V^{\mathbf A}|\mathbf k+\mathbf G'\rangle$ divided by the structure factor $e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}$, from quadrature of (2) and from form factors with shifted and unshifted arguments.

## Static $\mathbf A$ and the band curvature

From here the field is along $x$ and one dimension is written, with period $a$. By (6), $\varepsilon_n^A(k)=\varepsilon_n(k+A)$. A shift of $k$ by $2\pi/a$ relabels the $G$, so the spectrum repeats at $A=2\pi/a$, up to the plane waves lost at the edge of a finite basis. For a bound system $H_A$ is unitarily equivalent to $H_0$ and the spectrum does not depend on $A$.

Taylor expansion of (6), or of the operator form through $e^{-iAx}He^{iAx}=H-iA[x,H]-\tfrac12A^2[x,[x,H]]+\dots$, gives

$$H_A=H_0+A\,v+\tfrac12A^2(1+V'')+\dots,\qquad v=i[H_0,x]=p+w,\qquad V''=[x,[V_{\rm NL},x]],\tag{8}$$

where $[x,[p^2/2,x]]=[x,-ip]=1$ was used. In the crystal $w=\partial_kV_{\rm NL}$ and $V''=\partial_k^2V_{\rm NL}$; differentiating (2) twice shows that $V''$ has kernel $-(x-x')^2V(x,x')$. For a nondegenerate band, perturbation theory in $A$ to second order gives $\varepsilon_n(k+A)=\varepsilon_n+Av_{nn}+A^2\big[\tfrac12(1+V''_{nn})-\sum_{m\ne n}|v_{mn}|^2/\Delta\big]$ with $\Delta=\varepsilon_m-\varepsilon_n$, so

$$\varepsilon_n'=v_{nn},\qquad \varepsilon_n''=1+V''_{nn}-\sum_{m\neq n}\frac{2|v_{mn}|^2}{\Delta}.\tag{9}$$

Let one band $n$ be filled. Sums over $m$ now include the average over $k$, and $S_{OP}=\sum_m2\,{\rm Re}(O_{nm}P_{mn})/\Delta$. The energy per cell is $\mathcal E(A)=\langle\varepsilon_n(k+A)\rangle_k$. Write $\varepsilon_n(k)=\sum_jt_je^{ikja}$. On a uniform mesh of $N_k$ points containing $k=0$, the average of $e^{ikja}$ is 1 when $j$ is a multiple of $N_k$ and 0 otherwise, so $\mathcal E(A)=t_0+\sum_{j=\pm N_k,\dots}t_je^{iAja}$. If the matrix $h(k)$ is analytic in $k$, an isolated band is analytic in a strip $|{\rm Im}\,k|\le\kappa$, and moving the contour of the Fourier integral gives $|t_j|\le Ce^{-\kappa|j|a}$. The dependence on $A$ is then exponentially small in $N_k$: it is the flux dependence of a ring of $N_k$ cells, and it is physical for such a ring. On a dense mesh $\mathcal E''=0$, and (9) yields

$$S_{vv}=1+\langle V''\rangle .\tag{10}$$

In a metal the average runs over part of a band, $\mathcal E''(0)$ at fixed occupations is not zero, and it is the physical Drude weight.

## Linear response in both gauges

Let $H=H_0+\lambda(t)P$ to first order, and measure $O+K\lambda$, where $K$ is the expectation value of the explicit derivative of the observable. First-order amplitudes in $\psi=e^{-i\varepsilon_nt}\big(|n\rangle+\sum_mc_me^{-i\Delta t}|m\rangle\big)$ are $c_m=-iP_{mn}\int^te^{i\Delta t'}\lambda(t')dt'$; the diagonal correction is a phase and drops out. With $z=O_{nm}P_{mn}$ and $\tau=t-t'$, the change of $\langle O\rangle$ is $2\,{\rm Re}\sum(-iz)\int e^{-i\Delta\tau}\lambda\,dt'$, and ${\rm Re}(-ize^{-i\Delta\tau})={\rm Im}z\cos\Delta\tau-{\rm Re}z\sin\Delta\tau$. For $O=P$, $z$ is real; for $O,P$ taken from $p$ and $v$, time reversal maps $z$ at $k$ to $z^*$ at $-k$, so ${\rm Im}\,z$ cancels in the average. Thus

$$\delta\langle O\rangle(t)=K\lambda(t)-\sum_m2\,{\rm Re}(O_{nm}P_{mn})\int^t\sin\Delta(t-t')\,\lambda(t')\,dt'.\tag{11}$$

With several filled states, pairs of filled states cancel, because the real part is symmetric under $n\leftrightarrow m$ and the sine is odd; $m$ runs over empty states. For $\lambda\propto e^{-i\omega t}$ switched on slowly, $\int_0^\infty e^{ib\tau}d\tau=i/b$ gives $\int_0^\infty\sin\Delta\tau\,e^{i\omega\tau}d\tau=\frac1{2i}\big[\frac{i}{\omega+\Delta}-\frac{i}{\omega-\Delta}\big]=\frac{\Delta}{\Delta^2-\omega^2}$, valid below the gap.

In the length gauge $\lambda=E$, $O=P=x$, $K=0$, and the dipole $d=-\langle x\rangle=\alpha E$ gives

$$\alpha_L(\omega)=\sum_m\frac{2\Delta|x_{mn}|^2}{\Delta^2-\omega^2}.\tag{12}$$

For a finite system $v_{mn}=i\langle m|[H_0,x]|n\rangle=i\Delta x_{mn}$. The expectation value of $[x,[H_0,x]]=2xH_0x-x^2H_0-H_0x^2$ in $|n\rangle$, with a complete set inserted, is $\sum_m2(\varepsilon_m-\varepsilon_n)|x_{mn}|^2$; by (8) it equals $1+\langle V''\rangle$. The f-sum rule is modified by the nonlocal term, and since $2\Delta|x|^2=2|v|^2/\Delta$ it is (10) again. In the crystal, differentiating $(h-\varepsilon_n)u_n=0$ and projecting on $u_m$ gives $\langle u_m|\partial_ku_n\rangle=-v_{mn}/\Delta$, so the interband element $i\langle u_m|\partial_ku_n\rangle$ has the same modulus $|v_{mn}|/\Delta$.

In a velocity gauge $\lambda=A$, and the current is $J=\dot d=-\langle O+KA\rangle$. With $E=-\dot A=i\omega A$, $J=-i\omega\,\alpha\,i\omega A=\omega^2\alpha A$. Using $\frac{\Delta}{\Delta^2-\omega^2}=\frac1\Delta+\frac{\omega^2}{\Delta(\Delta^2-\omega^2)}$, which is checked by bringing the right side to a common denominator,

$$\alpha(\omega)=-\frac{K-S_{OP}}{\omega^2}+\sum_m\frac{2\,{\rm Re}(O_{nm}P_{mn})}{\Delta(\Delta^2-\omega^2)} .\tag{13}$$

For the shifted Hamiltonian, (8) gives $P=v$ and $\partial_AH_A=v+A(1+V'')$, so $O=v$ and $K=1+\langle V''\rangle$. The pole vanishes by (10), and $|v|^2=\Delta^2|x|^2$ turns the second term into (12): $\alpha_V=\alpha_L$. The cancellation uses the complete sum over $m$; a sum cut off at a finite number of bands leaves $K-S_{vv}>0$, since every omitted term is non-negative, and a pole survives even with shifted projectors.

For $H_w=H_0+Ap+A^2/2$, $P=p$, and there are two cases. With the current $-\langle p+A\rangle$, $O=p$, $K=1$:

$$\alpha_w=-\frac{D_w}{\omega^2}+\sum_m\frac{2|p_{mn}|^2}{\Delta(\Delta^2-\omega^2)},\qquad D_w=1-S_{pp}=\mathcal E_w''(0),\tag{14}$$

the last equality being (9) with $v\to p$, $V''\to0$. With the current $-d\langle x\rangle/dt=-\langle p+A+w\rangle$, $O=v$, $K=1$, and the pole weight is $1-S_{vp}$. This vanishes: $\partial_k\langle u|k+G|u\rangle=1+2\,{\rm Re}\langle\partial_ku|p|u\rangle=1-\sum_m2\,{\rm Re}(v_{mn}^*p_{mn})/\Delta$, and the left side is the derivative of a periodic function, whose dense-mesh average is zero. So $S_{vp}=1$ and

$$\alpha_x=\sum_m\frac{2\,{\rm Re}(v_{nm}p_{mn})}{\Delta(\Delta^2-\omega^2)},\tag{15}$$

free of a pole but with $p$ in place of one factor $v$. The absence of a drift of the charge therefore does not show that a velocity-gauge calculation is right.

The weight $D_w$ follows from the two sum rules. Linearity with $v=p+w$ gives $S_{pp}=S_{vp}-S_{wp}$, so $D_w=S_{wp}$; $S_{vv}=S_{vp}+S_{vw}$, so $\langle V''\rangle=S_{vw}$ by (10); and $S_{wp}=S_{vw}-S_{ww}$. Hence

$$D_w=\langle V''\rangle-S_{ww},\qquad S_{ww}\ge0.\tag{16}$$

To first order in $D$, $D_w=\langle V''\rangle$. For one projector at the origin, expanding $-(x-x')^2$ gives $\langle V''\rangle=-2D\,{\rm Re}\langle\psi|x^2\beta\rangle\langle\beta|\psi\rangle+2D|\langle\psi|x\beta\rangle|^2$. For an isolated atom with even, nodeless $\psi$ and $\beta$ the second term vanishes, so a repulsive projector makes $\langle V''\rangle$ and $D_w$ negative: the energy of the unshifted model falls as $A$ grows from zero. The sign of $\langle V''\rangle$ is tied to these conditions: for an odd $\psi$, which an even projector does not raise and which can become the lowest state when $D$ is large, the first term vanishes and $\langle V''\rangle>0$.

A partial repair, $H_0+Av+A^2/2$, has $P=v$ and again two currents. With its coupling current $-\langle\partial_AH\rangle=-\langle v+A\rangle$, $O=v$ and $K=1$: the regular part is $\alpha_L$, but the pole weight is $1-S_{vv}=-\langle V''\rangle$. With the current $-d\langle x\rangle/dt$, $i[H,x]=v+A(1+i[w,x])$ and $i[w,x]=[x,[V_{\rm NL},x]]=V''$, so $K=1+\langle V''\rangle$, the pole vanishes and $\alpha=\alpha_L$. In linear response the second-order term of (2) does not affect the states; it is needed in the current operator, where it supplies $A\langle V''\rangle$.

## Worked example

The model is a one-dimensional crystal with $a=5$ bohr, $V_{\rm loc}=-V_0e^{-x^2/2s^2}$ per site with $V_0=2$ Ha and $s=1$ bohr, a normalised projector $\beta=(\pi\sigma^2)^{-1/4}e^{-x^2/2\sigma^2}$ with $\sigma=0.6$ bohr and $D=0.5$ Ha, and one electron per cell. Its transform is $\tilde\beta(q)=(4\pi\sigma^2)^{1/4}e^{-q^2\sigma^2/2}$ and $V_{GG'}=(D/a)\tilde\beta(Q)\tilde\beta(Q')$. The velocity gauge uses 25 plane waves and 32 $k$ points; the smallest direct gap is $0.4445$ Ha ($12.10$ eV). The length-gauge value per cell is the difference between real-space chains of 13 and 12 atoms, which supposes that the ends contribute a length-independent amount; the agreement below tests that supposition together with the formulas. Digits beyond the third or fourth serve only to show agreement within the model. The program and its output follow this text.

For static $A=0.3$ bohr$^{-1}$ the energy per cell stays at $-0.957491$ Ha with shifted projectors (tested to $10^{-10}$ Ha) and falls to $-0.971377$ Ha without, a change of $-0.01389$ Ha. The quadratic estimate $\tfrac12D_wA^2=\tfrac12(-0.31794)(0.09)=-0.01431$ Ha exceeds it in magnitude by 3% of the exact change; inversion symmetry makes $\mathcal E_w$ even in $A$, so the remainder begins at order $A^4$. At $k_0=\pi/2a$ and $A=2\pi/a$ the shifted band energy returns to $-0.958341$ Ha, while the unshifted one is $-1.120724$ Ha. On coarse meshes the shifted model keeps a ring curvature of magnitude $8.8\times10^{-2}$, $2.1\times10^{-3}$, $9.2\times10^{-7}$ for $N_k=2,4,8$, falling by factors of 42 and $2.3\times10^3$; at $N_k=32$ it is tested to be below $10^{-9}$.

At $k_0$ a finite difference gives $d\varepsilon/dk=0.094622$, equal to $\langle v\rangle$; $\langle p\rangle=0.110782$ is 17% larger than the true band velocity and equals the unshifted $d\varepsilon/dA$. The overlap of $u_2(k_0)$ with $u_1(k_0\pm h)$ gives $|x_{21}|=0.77928$ bohr, equal to $|v_{21}|/\Delta$, whereas $|p_{21}|/\Delta=1.02918$ bohr is larger by the factor $1.321$.

The chain commutator and the crystal agree on $\langle V''\rangle=-0.228924$, negative as for the isolated atom. The chain f-sum is $0.771076=1-0.228924$, equal to $S_{vv}$; $S_{vp}=1.000000$; $S_{pp}=1.317945$. The three pole weights are $0$, $D_w=1-1.317945=-0.317945$ and $-\langle V''\rangle=+0.228924$, each confirmed to $10^{-6}$ by a finite-difference $d^2\mathcal E/dA^2$ of the corresponding Hamiltonian. Equation (16) then gives $S_{ww}=-0.228924+0.317945=0.089021$, positive as required.

Polarisabilities per cell, in atomic units:

| $\omega$ (Ha) | $\alpha_L$ (chains) | $\alpha_V$ | $\alpha_w$ | $\alpha_x$ |
|---|---|---|---|---|
| 0 | 2.92775 | 2.92775 | diverges | 3.77830 |
| 0.1 | 3.05373 | 3.05373 | 36.8889 | 3.93949 |
| 0.2 | 3.51166 | 3.51166 | 13.7918 | 4.52479 |

The shifted values match the chains within the tested relative $10^{-6}$; $\alpha(0.1)=5.03\times10^{-41}$ and $\alpha(0.2)=5.79\times10^{-41}$ C$^2$m$^2$/J. At $\omega=0.1$ Ha, (14) gives $0.317945/0.01+5.0944=31.7945+5.0944=36.8889$, twelve times $\alpha_L$; at $0.2$ Ha the pole is a quarter as large, $0.317945/0.04=7.9486$, and $7.9486+5.8432=13.7918$. Deleting the pole by hand leaves $5.0944$ at $\omega=0.1$ Ha, still 67% above $\alpha_L$. The pole-free $\alpha_x$ is 29% above $\alpha_L$ at all three frequencies. The static sums obey the Cauchy–Schwarz inequality for the positive weight $2/\Delta^3$, $(pv)^2\le(pp)(vv)$, as $3.7783^2=14.276$ against $4.8879\times2.9277=14.310$; equality would mean $p_{mn}\propto v_{mn}$ throughout, so in this weighting, which favours the smallest gaps, $p$ equals about $1.29\,v$ up to an rms residual $\sqrt{1-14.276/14.310}\approx5\%$; individual elements depart from this factor, as the $1.321$ at $k_0$ shows. The partial repair with its coupling current $-\langle v+A\rangle$ would give $3.054-0.228924/0.01=-19.84$ at $\omega=0.1$ Ha, whereas its dipole $-\langle x\rangle$ gives $\alpha_L$. With $D=0$ the unshifted formula and the chains both give $1.033168$ and the f-sum is 1, so the discrepancy is removed when the nonlocal term is.

Beyond linear order, one atom of the model in an 80 bohr box is driven by $A=A_0\sin^4(\pi t/T)$ with $A_0=0.25$ bohr$^{-1}$, $T=20$ and peak field $0.051$ a.u. At $t=7$, $A$ is rising, $E<0$, and the force $-E$ has pushed the electron to $\langle x\rangle=0.137046$ bohr in the length gauge on a grid. The shifted plane-wave propagation gives the same value, with a largest deviation over the pulse of $2\times10^{-11}$ bohr (tested against $10^{-6}$). The unshifted one gives $0.178983$ bohr, 31% too large, and its largest deviation, $0.1027$ bohr, is 27% of the largest length-gauge displacement, $0.3858$ bohr. With $D=0$ the deviation is $4\times10^{-12}$ bohr.

The time integrals of the two velocities up to $t=7$ test (4). In the shifted run $\int\langle p+A+w(A)\rangle dt=0.137046$ bohr reproduces the displacement. In the unshifted run $\int\langle p+A+w\rangle dt=0.178983$ bohr reproduces its displacement, while its coupling velocity gives $\int\langle p+A\rangle dt=0.143513$ bohr, a different number. The fourth integral, $\int\langle p+A\rangle dt=0.179272$ bohr in the shifted run, shows that the right Hamiltonian with the nonlocal term left out of the current is also wrong, and it differs from the unshifted displacement by only 0.16%. Equation (11) explains the near coincidence: one case has $O=p$, $P=v$, the other $O=v$, $P=p$, both have $K=1$, and ${\rm Re}(O_{nm}P_{mn})$ is symmetric under the exchange, so they are identical in linear order and differ only through terms nonlinear in $A_0$. A weak pulse with $A_0=10^{-3}$ bohr$^{-1}$ tests (11) itself: at $t=10$ the unshifted propagation gives $\langle p+A\rangle/A_0=-0.68012$ and $\langle p+A+w\rangle/A_0=-0.27473$, each equal to its kernel within the tested $10^{-4}$.

## Table of computed values

```
3D: a=6.0 bohr, sigma=0.8 bohr, D=0.5 Ha, tau=[1.0, 0.5, -0.7] bohr
3D: k=[0.1, 0.2, -0.1], A=[0.2, -0.1, 0.3] 1/bohr, G=(1,0,0)2pi/a, G'=(1,1,0)2pi/a
3D l=0 element/structure phase: quadrature 0.01053742, shifted 0.01053742, unshifted 0.01356096 Ha
3D l=1 element/structure phase: quadrature 0.02656660, shifted 0.02656660, unshifted 0.02734760 Ha
1D: a=5.0, s=1.0, sigma=0.6 bohr; V0=2.0, D=0.5 Ha; 25 plane waves; Nk=32
smallest direct gap = 0.4445231 Ha (12.0961 eV)
E/cell: A=0 -0.957490864; A=0.3 shifted -0.957490864, unshifted -0.971377343 Ha
k0 = pi/2a = 0.3141593 1/bohr
e1(k0): A=0 -0.958341361; A=2pi/a shifted -0.958341361, unshifted -1.120723577 Ha
k0: de/dk 0.09462244, <v> 0.09462244, <p> 0.11078227, unshifted de/dA 0.11078227 a.u.
k0: gap 0.5587733 Ha; |x21| overlaps 0.7792782, |v|/gap 0.7792782, |p|/gap 1.0291780 bohr
<V2>: crystal -0.22892419, chain commutator -0.22892419 (1/mass, a.u.)
f-sum: chain length 0.77107581, 1+<V2> 0.77107581, S_vv 0.77107581 (a.u.)
S_pp 1.31794485, S_pv 1.00000000 (a.u.)
Drude weight shift: d2E/dA2 0.0000000, formula -0.0000000 (a.u.)
Drude weight unshift: d2E/dA2 -0.3179448, formula -0.3179449 (a.u.)
Drude weight first: d2E/dA2 0.2289242, formula 0.2289242 (a.u.)
shifted |Drude| for Nk=2,4,8: 8.769e-02, 2.081e-03, 9.156e-07 (a.u.)
alpha(0): length 2.9277458, vv 2.9277458, pp regular 4.8879370, pv 3.7782960 a.u.
omega=0.1 Ha: length 3.0537292, shifted 3.0537292 a.u. (5.0349e-41 C^2 m^2/J)
  unshifted: alpha_w 36.888889 = pole 31.794485 + regular 5.094404; alpha_x 3.939493 a.u.
omega=0.2 Ha: length 3.5116614, shifted 3.5116614 a.u. (5.7899e-41 C^2 m^2/J)
  unshifted: alpha_w 13.791822 = pole 7.948621 + regular 5.843200; alpha_x 4.524788 a.u.
control D=0, omega=0.1: length 1.0331682, unshifted 1.0331682 a.u.; f-sum 1.00000000
atom: box 80.0 bohr, T=20.0 a.u., A0=0.25 1/bohr, peak |E|=0.05101 a.u.
<x>(t=7.0): length 0.1370458, shifted 0.1370458, unshifted 0.1789832 bohr
max|<x>| 0.385827; max deviation shifted 2.1e-11, unshifted 0.102715 bohr
shifted: int<p+A+w>dt 0.1370458, int<p+A>dt 0.1792715 bohr (to t=7.0)
unshifted: int<p+A+w>dt 0.1789832, int<p+A>dt 0.1435133 bohr (to t=7.0)
control D=0: max deviation = 3.887475e-12 bohr
weak A0=0.001, t=10.0: <p+A>/A0 propagated -0.680122, kernel -0.680122
weak A0=0.001, t=10.0: <p+A+w>/A0 propagated -0.274733, kernel -0.274733
```
